# The tight-binding bond model from the Harris-Foulkes functional, part 2

The tight-binding bond model is being derived from density functional theory. Hartree atomic units are used, without spin polarisation. "Printed" values are program output, listed at the end of the whole text. The density matrix $\rho$ is summed over spin, with eigenvalues $2f_n$ and $\mathrm{Tr}\rho=N$; $S$ is the entropy and $\sigma$ the smearing width. The lemma: if $\rho$ is the Fermi filling of a fixed $H$ with chemical potential $\mu$, then

$$\mathrm{Tr}\,\delta\rho\,H-\sigma\,\delta S=\mu\,\delta N. \tag{1}$$

At fixed $N$ this $\rho$ minimises the convex functional $\mathrm{Tr}\rho H-\sigma S$.

For an input density $n_{in}$,

$$F_{KS}[\rho]=F_{lin}[\rho;n_{in}]+Q[n_\rho;n_{in}], \tag{2}$$

$$F_{lin}=\mathrm{Tr}\rho H[n_{in}]-\sigma S+E_{dc}[n_{in}],$$

$$Q=E_{Hxc}[n_\rho]-E_{Hxc}[n_{in}]-\int v_{in}\,(n_\rho-n_{in}),$$

where $E_{Hxc}$ is the Hartree plus exchange-correlation energy and $v_{in}$ its derivative at $n_{in}$. With $\delta n=n_\rho-n_{in}$, Coulomb integral $(a|b)$ and LDA kernel $f_{xc}$,

$$Q=\tfrac12(\delta n|\delta n)+\tfrac12\int f_{xc}(n_{in})\,\delta n^2+O(\delta n^3). \tag{4}$$

Dropping $Q$ gives the Harris-Foulkes functional, with levels $e_n$ of $H[n_{in}]$ and output density $n_{out}$:

$$F_{HF}[n_{in}]=\min_\rho F_{lin}=\sum_n2f_ne_n-\sigma S+E_{dc}[n_{in}]. \tag{5}$$

Its error is second order in $n_{in}-n_{sc}$, where $n_{sc}$ (from $\rho_{sc}$) is self-consistent, and

$$Q[n_{sc};n_{in}]\le F_{KS}-F_{HF}\le Q[n_{out};n_{in}]. \tag{7}$$

The input is now $n_0=\sum_in_i$, a sum of neutral spherical atoms with nuclear charges $Z_i$, energies $E^{at}_i$, and diagonal matrices $\varepsilon$ (levels) and $N^0$ (occupations). Their orbitals, $\mu=(i,\alpha)$ for atom and orbital, have overlap $M=1+O$ and Hamiltonian $H=D+W$, with $D$ on-site and $O$, $W$ intersite. In the orthonormal Löwdin basis, to which $\rho$ now refers,

$$\tilde H=M^{-1/2}HM^{-1/2}. \tag{8}$$

The bond orders $\Theta$ are the intersite elements of $\rho$. The exact partition is

$$F_{HF}[n_0]-\sum_iE^{at}_i=E_{bond}+E_{prom}+E_{rep}+E_{res}-\sigma S, \tag{12}$$

$$E_{bond}=\sum_{i\ne j}\sum_{\alpha\beta}\Theta_{j\beta,i\alpha}\tilde H_{i\alpha,j\beta},\qquad E_{prom}=\sum_\mu\varepsilon_\mu(\rho_{\mu\mu}-N^0_\mu),$$

$$E_{res}=\sum_i\mathrm{Tr}\,(\rho_{ii}-N^0_i)(\tilde H_{ii}-\varepsilon_i),$$

$$E_{rep}=\sum_{i<j}E_{es}(R_{ij})+\Delta E_{xc}+E_{ovl}, \tag{11}$$

with $E_{ovl}=\mathrm{Tr}N^0(\tilde H-D)$ and $\Delta E_{xc}=E_{xc}[n_0]-\sum_iE_{xc}[n_i]$. With $\varphi$ the electrostatic potential of atom $i$,

$$E_{es}(R)=Z_j\varphi(R)-\frac{2\pi}{R}\int_0^\infty r\,n_j(r)\left[\int_{|R-r|}^{R+r}s\,\varphi(s)\,ds\right]dr. \tag{13}$$

Part 6 estimated the local three-body fraction of $\Delta E_{xc}$ as $-0.15$.

## 7. The overlap part of $E_{rep}$

Count $O$ and $W$ as first order and $D$ as zeroth order. The binomial series $M^{-1/2}=1-\tfrac12O+\tfrac38O^2-\dots$ converges when all eigenvalues of $O$ lie inside $(-1,1)$. Insert it on both sides of $D+W$ in (8), and write $\{A,B\}=AB+BA$. The zeroth order is $D$. The first order defines the bond integrals,

$$\beta=W-\tfrac12\{O,D\}. \tag{14}$$

A shift of the potential by a constant $c$ sends $D\to D+c$ and $W\to W+cO$ and leaves $\beta$ unchanged, as it must for a meaningful hopping integral. The second order is

$$-\tfrac12\{O,W\}+\tfrac14ODO+\tfrac38\{O^2,D\}.$$

Substitute $W=\beta+\tfrac12(OD+DO)$. Then $\{O,W\}=\{O,\beta\}+\tfrac12(O^2D+ODO+ODO+DO^2)=\{O,\beta\}+\tfrac12\{O^2,D\}+ODO$. The coefficient of $\{O^2,D\}$ becomes $\tfrac38-\tfrac14=\tfrac18$ and that of $ODO$ becomes $\tfrac14-\tfrac12=-\tfrac14$. Since $[O,[O,D]]=O^2D-2ODO+DO^2$,

$$\tilde H=D+\beta-\tfrac12\{O,\beta\}+\tfrac18[O,[O,D]]+O(3). \tag{15}$$

For diagonal $D$ the diagonal elements follow from $\{O,\beta\}_{\mu\mu}=2\sum_\nu O_{\mu\nu}\beta_{\nu\mu}$, $\{O^2,D\}_{\mu\mu}=2D_{\mu\mu}\sum_\nu O_{\mu\nu}^2$ and $(ODO)_{\mu\mu}=\sum_\nu O_{\mu\nu}^2D_{\nu\nu}$:

$$\tilde H_{\mu\mu}-D_{\mu\mu}=-\sum_\nu O_{\mu\nu}\beta_{\nu\mu}+\tfrac14\sum_\nu O_{\mu\nu}^2\,(D_{\mu\mu}-D_{\nu\nu})+O(3). \tag{16}$$

Multiply by $N^0_\mu$, sum, and collect the two appearances of each orbital pair:

$$E_{ovl}=\sum_{\mu<\nu}\left[-(N^0_\mu+N^0_\nu)\,O_{\mu\nu}\beta_{\mu\nu}+\tfrac14O_{\mu\nu}^2\,(N^0_\mu-N^0_\nu)(D_{\mu\mu}-D_{\nu\nu})\right]+O(3). \tag{17}$$

A case that can be solved exactly shows the sign and the size of the higher orders. Take two equivalent orbitals with overlap $s>0$, on-site element $d$ and intersite element $w$, so that $\beta=w-sd$. The levels are $(d+w)/(1+s)=d+\beta/(1+s)$ and $(d-w)/(1-s)=d-\beta/(1-s)$. The nodeless combination lies below $d$ when $\beta<0$, which is the bonding situation. The diagonal element of $\tilde H$ is the mean of the two levels:

$$\tilde H_{11}-d=\frac\beta2\left[\frac1{1+s}-\frac1{1-s}\right]=-\frac{s\beta}{1-s^2}>0. \tag{18}$$

The antibonding level rises more than the bonding level falls, and the centre of gravity moves up. This is the overlap (Pauli) repulsion. Equation (16) reproduces the leading term $-s\beta$ and misses the factor $1/(1-s^2)$.

Three consequences of (15) matter for the model. First, (17) is a sum over pairs of atoms only to the extent that $\beta_{\mu\nu}$ and $D$ do not feel the potential of third atoms; at third order, products such as $O_{ij}O_{jk}\beta_{ki}$ around a triangle add explicit three-body terms. In a dimer a closed path has an even number of steps, so the odd orders are absent from the on-site blocks. Second, the shift (16) depends on the orbital, and the on-site blocks of (15) also have off-diagonal elements, both of which feed $E_{res}$. Third, the second-order terms have intersite blocks such as $-\tfrac12\sum_kO_{ik}\beta_{kj}$, so the orthogonal bond integral between $i$ and $j$ depends on their common neighbours already at second order.

## 8. The partition for B$_3$

The molecule is an equilateral triangle of side 3 bohr, treated with all electrons in the spin-unpolarised LDA (Slater exchange, VWN5 correlation) with $\sigma=0.02$ Ha. The basis consists of the $1s$, $2s$, $2p$ orbitals of the spherical atom $1s^22s^22p^1$, expanded in 11 $s$ and 6 $p$ even-tempered Gaussians. The atom has $E^{at}=-24.34256$ Ha and levels $-6.56465$, $-0.34490$, $-0.13654$ Ha. A minimal basis and an unpolarised atomic reference without entropy make the binding energy unsuitable for comparison with measurement; five decimals are kept only to check identities. With 14 $s$ and 9 $p$ Gaussians (values not printed) $E^{at}$ falls by $0.0014$ Ha, the parts of (12) move by up to $0.002$ Ha and the binding free energy changes from $-0.3002$ to $-0.3015$ Ha.

The repulsive term of (11) is

$$E_{rep}=-0.43195-0.35862+2.81989=2.02932\ \text{Ha},$$

with $E_{es}=3\times(-0.14398)$ Ha obtained from the radial formula (13). The partition (12) reads

$$-2.53318+0.85792+2.02932-0.59850-0.05579=-0.3002\ \text{Ha}.$$

The left side of (12), from the generalised eigenvalues and the two-electron integrals, is $-0.30022$ Ha $=-8.169$ eV. The program tests this agreement to $10^{-4}$ Ha, the tolerance allowing for different quadrature grids in atom and molecule, for B$_2$ and B$_3$ at 3 and 6 bohr.

The Löwdin populations of an atom are $1.9884$ ($1s$), $0.9863$ ($2s$), $1.4117$ (the two in-plane $2p$) and $0.6136$ (out-of-plane $2p_z$). They add to $5.0000$: the three atoms are equivalent, so each is neutral by symmetry. About one electron has moved from $2s$ to $2p$. Per atom the promotion energy is

$$(-0.0116)(-6.56465)+(-1.0137)(-0.34490)+(1.0253)(-0.13654)=0.0761+0.3496-0.1400=0.2857\ \text{Ha},$$

and three times this is $0.857$ Ha, equal to the printed $0.85792$ Ha within the rounding of the $1s$ population.

**The functional.** The self-consistent binding free energy in the same basis is $-0.28605$ Ha, so $F_{HF}-F_{KS}=-0.01417$ Ha, which is 5% of the Kohn-Sham binding energy. For inputs $n_{sc}+\lambda(n_0-n_{sc})$ with $\lambda=0.04$ and $0.02$ the error is $-2.298\times10^{-5}$ and $-5.745\times10^{-6}$ Ha, with ratio $4.000$, the tested signature of a second-order error. Dividing the first by $0.04^2$ gives $-0.01436$ Ha, close to the value at $\lambda=1$, so the quadratic law extrapolated to $\lambda=1$ reproduces the error there to about 1% of its value; intermediate values of $\lambda$ were not computed. The kernel expression (4) with $\delta n=n_{sc}-n_0$ gives $0.01084$ Ha; the definition of $Q$ evaluated for $0.01\,\delta n$ and divided by $0.01^2$ gives $0.01084$ Ha (tested to 2%), and for the full $\delta n$ it gives $0.01091$ Ha. The lower inequality in (7) is satisfied, $0.01091\le0.01417$, and the difference $0.00326$ Ha is $F_{lin}[\rho_{sc}]-F_{HF}$.

**The origin of the repulsion.** For the dimer at 3 bohr, $E_{es}+\Delta E_{xc}=-0.14398-0.13050=-0.27448$ Ha is attractive, and $E_{ovl}=1.11574$ Ha turns the total to $+0.84125$ Ha; both signs are tested. At 6 bohr the parts are $-0.00416$, $-0.01060$ and $0.03472$ Ha, with total $0.01997$ Ha.

**The overlap expansion.** With $O$ and $W$ of B$_3$ scaled by $0.02$ and $0.01$, the norm of the error of (15) falls by a factor $7.888$, near the $8$ of a cubic remainder (tested to $\pm0.4$). At physical overlaps the truncation is poor, and for B$_3$ at 3 bohr the series itself diverges: the largest eigenvalue of $O$ is about $1.6$ (not printed), outside the interval $(-1,1)$ required in part 7. The second-order value of $E_{ovl}$ for the dimer, computed from (15) with the full blocks $D$, is $0.03117$ Ha at 6 bohr, 10% below the full value, and $0.32167$ Ha at 3 bohr, only 29% of the full value. The $2s$-$2s$ overlap does not account for this through (18): $s=0.4743$ gives $1/(1-s^2)=1.29$, whereas the ratio is $1.11574/0.32167=3.47$, which would need $s\approx0.84$. The rate of convergence is set by the largest singular value of the intersite overlap block, which is $0.86$ for this dimer, close to the overlap $0.82$ of two $sp$ hybrids pointing at each other. About two thirds of $E_{ovl}$ at this distance is tied to the $1s$ orbitals: leaving them out of the orthogonalisation and of the sum gives $0.34$ Ha. These three values are not printed. Equation (17) identifies the mechanism and the leading order, but at this bond length it is not a formula for the size of the repulsion.

**The pair approximation.** The three-body part of $E_{ovl}$, relative to the sum of three dimers, is $2.81989/(3\times1.11574)-1=-0.1575$ at 3 bohr and $-0.0580$ at 6 bohr; the decrease is tested. For $\Delta E_{xc}$ the fractions are $-0.0840$ and $-0.0437$, below the local estimate of part 6 in magnitude; the program tests only that they are below $0.25$. In energy, $E_{rep}$ of the trimer differs from three dimer values by $2.02932-2.52376=-0.49444$ Ha. This is 20% of the pair sum and 1.6 times the binding energy.

**The residual.** $E_{res}=-0.59850$ Ha is twice the binding energy, although every atom is neutral. The diagonal shifts $\tilde H_{\mu\mu}-\varepsilon_\mu$ are $-0.0115$ ($1s$), $+0.1213$ ($2s$), $-0.0415$ (in-plane $2p$, mean) and $-0.0345$ Ha ($2p_z$). Multiplying them by the population changes, with the mean shift used for both in-plane orbitals, gives per atom

$$(-0.0116)(-0.0115)+(-1.0137)(0.1213)+(0.7450)(-0.0415)+(0.2803)(-0.0345)=-0.1634\ \text{Ha},$$

or $-0.490$ Ha in total. By the definition of $E_{res}$, the remaining $-0.108$ Ha comes from the off-diagonal on-site elements and the difference between the two in-plane orbitals. Most of $E_{res}$ thus expresses that the $2s$ level has risen relative to $2p$ by about $0.16$ Ha, out of a free-atom gap of $0.208$ Ha, so that promotion is cheaper in the molecule than $E_{prom}$ states.

## 9. The approximations that define the model

The bond model makes three replacements in (12). The intersite blocks of $\tilde H$ become two-centre functions of $\mathbf R_j-\mathbf R_i$. The term $E_{rep}$ becomes $\sum_{i<j}\Phi(R_{ij})$. The on-site change is taken to be one shift per atom, $\tilde H_{ii}-\varepsilon_i=\Delta^{env}_i\,1$. Let $P_i$ be the projector on the orbitals of atom $i$, $N^0_i=\sum_\alpha N^0_{i\alpha}$ from now on the electron number of the free atom, and $q_i=\mathrm{Tr}\rho P_i-N^0_i$ the excess of electrons, with $\sum_iq_i=0$. With a uniform shift the residual becomes

$$E_{res}=\sum_i\Delta^{env}_i\,q_i, \tag{19}$$

which vanishes if every $q_i=0$. This condition is local charge neutrality (LCN).

The B$_3$ numbers show what literal omission would cost. Dropping $E_{res}$ and replacing $E_{rep}$ by three dimer values, with the other parts unchanged, turns $-0.300$ Ha into $-0.300+0.599+0.494=+0.793$ Ha, and the molecule would be unbound. The derivation therefore supplies the form of the model and the meaning of its terms. At bond lengths such as 3 bohr in boron, where the overlap expansion of part 7 converges slowly or not at all, the functions $\beta$ and $\Phi$ and the levels have to be effective quantities that absorb the average of the omitted terms, and they can be transferred only between environments in which that average is similar. The omitted three-body fractions shrink with the overlap, as the 6 bohr values show.

## 10. Local charge neutrality as a limit

LCN is not a consequence of (5). Minimising $F_{lin}$ lets electrons flow to the atoms with the lowest levels at no electrostatic cost, since that cost is contained in the discarded $Q$. Return to (2) and keep the part of $Q$ that depends on the net charges. If $\delta n\approx\sum_iq_ig_i(\mathbf r)$ with normalised spherical shapes $g_i$, then (4) becomes $\tfrac12\sum_{ij}\gamma_{ij}q_iq_j$. Keeping only the on-site element, $\gamma_{ij}=U\delta_{ij}$, is a further simplification that neglects the long-range interaction $\gamma_{ij}\to1/R_{ij}$. Let $H^0$ be the matrix with the free-atom levels on the diagonal and the two-centre integrals between sites, so that $E_{bond}+E_{prom}=\mathrm{Tr}\rho H^0-\mathrm{Tr}N^0\varepsilon$. Setting $\Delta^{env}=0$ for the moment, the model is

$$F_U=\min_\rho\Big[\mathrm{Tr}\rho H^0-\sigma S+\tfrac12U\sum_iq_i^2\Big]-\mathrm{Tr}N^0\varepsilon+E_{rep}. \tag{20}$$

The variation of the last term in the bracket is $U\sum_iq_i\,\mathrm{Tr}\,\delta\rho P_i$. The stationarity condition is therefore that of the lemma for $H=H^0+\sum_i\Delta_iP_i$ with $\Delta_i=Uq_i$, and the bracket is convex for $U\ge0$.

To take the limit, do the minimisation in two stages. Define $G(q)$ as the minimum of $\mathrm{Tr}\rho H^0-\sigma S$ over all $\rho$ with prescribed charges $q$. With Lagrange multipliers $\Delta_i$ for the constraints, the minimiser is the Fermi filling of $H^0+\sum_i\Delta_iP_i$, with the $\Delta_i$ chosen to produce $q$. For $\sigma>0$ such multipliers exist whenever each $N^0_i+q_i$ lies strictly between zero and the capacity of the atom, because the entropy gradient diverges at the boundary of the allowed set and keeps the minimum inside it. A common constant in the $\Delta_i$ is absorbed by $\mu$; it is fixed by $\sum_i\Delta_i=0$. Applying (1) to $H^0+\sum_i\Delta_iP_i$ at fixed $N$ gives

$$\mathrm{Tr}\,\delta\rho H^0-\sigma\,\delta S=-\sum_i\Delta_i\,\delta q_i, \tag{21}$$

so $dG=-\sum_i\Delta_i\,dq_i$. Up to the common constant $E_{rep}-\mathrm{Tr}N^0\varepsilon$, we have $F_0=\min_qG$, $F_U=\min_q[G+\tfrac12Uq\cdot q]$ and $F_{LCN}=G(0)$. Adding a non-negative term cannot lower a minimum, and $q=0$ is an allowed trial point, so

$$F_0\le F_U\le F_{LCN}. \tag{22}$$

Now let $\Delta$ denote the multipliers at $q=0$ and expand $G(q)=G(0)-\Delta\cdot q+\tfrac12q^TKq+O(q^3)$ in the subspace $\sum_iq_i=0$. The matrix $K$ is minus the inverse of the response $\partial q/\partial\Delta$ at fixed $N$, and is positive because $G$ is convex. Setting the gradient of $G+\tfrac12Uq\cdot q$ to zero gives $(U+K)q=\Delta$. Substituting back, $-\Delta\cdot q+\tfrac12q^T(U+K)q=-\tfrac12\Delta\cdot q$, so to quadratic order in $q$

$$q=(U+K)^{-1}\Delta,\qquad F_U-F_{LCN}=-\tfrac12\Delta^T(U+K)^{-1}\Delta=-\frac{\sum_i\Delta_i^2}{2U}+O(U^{-2}). \tag{23}$$

As $U\to\infty$ the charges vanish as $\Delta/U$ while $Uq$ tends to the finite shifts $\Delta$. The bond model is this limit:

$$F_{LCN}=E_{bond}+E_{prom}-\sigma S+E_{rep},\qquad\rho=\text{Fermi filling of }H^0+\sum_i\Delta_iP_i,\qquad q_i=0. \tag{24}$$

The shifts shape $\rho$ but do not appear in the energy. If the term (19) is restored, it adds $\Delta^{env}\cdot q$ to $G$, which changes the multipliers and leaves $G(0)$, the total shift and $\rho$ unchanged. Under LCN the model needs no knowledge of the uniform environmental shifts. At finite $U$ they matter.

The limit is a good approximation when $U$ is large compared with the eigenvalues of $K$, that is, when the electrons respond easily to a shift of the site levels. In a metal, $K$ for a slowly varying charge pattern is the inverse of the density of states per atom at the Fermi level, so within the on-site model (20) the condition asks for a high density of states: for a half-filled chain with one orbital per site and hopping $t$ this value is $\pi t$, which is $0.31$ Ha for $t=0.1$ Ha. This comparison belongs to (20) and does not decide the case of a real metal. For a slowly varying pattern the neglected $\gamma_{ij}\to1/R_{ij}$ add to $U$ and grow with the wavelength (point charges 3 bohr apart add $1.2$ Ha at a period of 40 sites), so charge patterns of long enough wavelength are suppressed at any finite $K$. For short wavelengths $K$ has to be computed for the pattern; it is $0.10$ Ha for alternating charges on the same chain at $\sigma=0.02$ Ha (these two values are not printed). The limit fails when $K$ is comparable with $U$ and $\Delta$ is large, as for atoms of very different electronegativity across a gap; the intersite $\gamma_{ij}$, which can offset part of $U$ for alternating charges, must then be kept as well. For well-separated closed-shell fragments at small $\sigma$ the response to a relative shift tends to zero and the relative $\Delta$ becomes ill-determined.

The size of the terms the model omits has been computed for B$_3$, and the bond model has been obtained as the limit of large $U$, in which every atom is neutral and the level shifts shape $\rho$ but do not appear in the energy. What remains is to derive the forces, write the bond energy for $s$ and $p$ orbitals, and check the results on a five-atom cluster.
